\section*{Comment on averaging flight velocities in Monte Carlo drift calculations}

\section{The argument under comment}

The submission follows one electron through a long sequence of free flights in a uniform field. Each collision stops the electron, and collisions occur at a constant rate. For every flight the code stores the displacement divided by the duration. The reported drift velocity is the plain mean of these stored values. The justification offered is this: ``All flights are generated by the same random law, so none deserves more weight than another. A flight lasts a time $\tau$ on average, during which the velocity rises from zero to $a\tau$; the average velocity is therefore $a\tau/2$, as the simulation confirms.''

The flights are sampled correctly and the plain mean is computed correctly. The question is whether that mean is the drift velocity.

\section{What has to be averaged}

Take the $x$ axis along the force on the electron, opposite to the field. With $e$ the elementary charge, $E$ the field magnitude and $m$ the effective mass, the acceleration is $a=eE/m>0$. Collisions are instantaneous. A flight of duration $t$ that starts from rest has displacement and mean velocity
\begin{equation}
x=\int_0^t as\,ds=\frac{at^2}{2},\qquad u=\frac{x}{t}=\frac{at}{2}.
\label{flight}
\end{equation}

The drift velocity $v_d$ is the net displacement per unit time over a long record. It is the quantity that enters the current density $env_d$ of $n$ carriers per unit volume. For $N$ completed flights,
\begin{equation}
v_d=\lim_{N\to\infty}\frac{\sum_i x_i}{\sum_i t_i}
=\lim_{N\to\infty}\frac{\sum_i t_i u_i}{\sum_i t_i}
=\frac{\langle x\rangle}{\langle t\rangle}.
\label{definition}
\end{equation}
The second form uses $x_i=t_iu_i$. The third follows on dividing numerator and denominator by $N$; angle brackets denote a mean in which each flight counts once. The weights $t_i$ are thus part of the definition. The submission computes instead
\begin{equation}
v_{\rm eq}=\langle u\rangle=\left\langle\frac{x}{t}\right\rangle ,
\end{equation}
a mean of ratios where a ratio of means is required.

Two flights show the difference. Let $a=6.765\times10^{16}$ m/s$^2$, and let the durations be 0.1 and 0.3 ps. Equation (\ref{flight}) gives displacements of 0.338 and 3.044 nm, and mean velocities of $3.382\times10^5$ and $1.015\times10^6$ cm/s. Their plain mean is $6.765\times10^5$ cm/s. The electron has, however, moved 3.382 nm in 0.4 ps, which is $8.456\times10^5$ cm/s. The second flight occupied three quarters of the time and must receive three quarters of the weight.

\section{Constant collision rate}

Let the rate be $1/\tau$. The probability $S(t)$ that a flight survives to time $t$ obeys $dS/dt=-S/\tau$ with $S(0)=1$, so $S=e^{-t/\tau}$. The density of durations is $p=-dS/dt=e^{-t/\tau}/\tau$. Integration by parts, with vanishing boundary terms, gives
\begin{align}
\langle t\rangle&=\int_0^\infty t\,p\,dt=\int_0^\infty S\,dt=\tau,\\
\langle t^2\rangle&=\int_0^\infty t^2p\,dt=2\int_0^\infty tS\,dt=2\tau^2.
\end{align}
The two averages are therefore
\begin{align}
v_{\rm eq}&=\frac{a\langle t\rangle}{2}=\frac{a\tau}{2},\\
v_d&=\frac{a\langle t^2\rangle/2}{\langle t\rangle}
=\frac{a\,(2\tau^2)/2}{\tau}=a\tau.
\label{drift}
\end{align}
The reported velocity is half the drift velocity.

Momentum balance gives the same drift velocity without any reference to flight durations. Consider many such electrons at a common clock time, with mean velocity $V$. During $dt$ a fraction $1-dt/\tau$ does not collide and gains $a\,dt$. The fraction $dt/\tau$ that collides is chosen without regard to velocity and is left with a velocity of order $dt$ at most. To first order,
\begin{equation}
V+dV=\left(1-\frac{dt}{\tau}\right)(V+a\,dt)
\quad\Longrightarrow\quad
\frac{dV}{dt}=a-\frac{V}{\tau}.
\end{equation}
For electrons released from rest, $V=a\tau(1-e^{-t/\tau})$, which tends to $a\tau$. A steady mean of $a\tau/2$ would leave half the applied force unbalanced.

\section{Where the missing half went}

The covariance of duration and flight velocity is $\mathrm{Cov}(t,u)=\langle tu\rangle-\langle t\rangle\langle u\rangle$. Dividing by $\langle t\rangle$ and using $\langle tu\rangle=\langle x\rangle$ gives
\begin{equation}
v_d-v_{\rm eq}=\frac{\mathrm{Cov}(t,u)}{\langle t\rangle}.
\label{cov}
\end{equation}
Equal weighting is harmless if duration and flight velocity are uncorrelated. Here $u=at/2$, so the covariance is $(a/2)(\langle t^2\rangle-\langle t\rangle^2)=a\tau^2/2$, and the missing velocity is $a\tau/2$.

The same point can be put in terms of time. An instant chosen at random falls in a flight with probability proportional to its duration. The full duration of the flight found there has density $t\,p(t)/\langle t\rangle$ and mean
\begin{equation}
\int_0^\infty t\,\frac{t\,p(t)}{\langle t\rangle}\,dt
=\frac{\langle t^2\rangle}{\langle t\rangle}=2\tau .
\end{equation}
A typical entry in the list of flights lasts $\tau$, but the flight in progress at a typical moment lasts $2\tau$. Its mean velocity averages $a(2\tau)/2=a\tau$. The claim that no flight deserves more weight is correct for questions about the list; the current is a question about the clock.

The sentence about a velocity rising from zero to $a\tau$ describes a different model, in which every flight lasts the same time $\tau$. There $\langle t^2\rangle=\tau^2$, and the true drift velocity is indeed $a\tau/2$. The mean flight duration alone does not determine the drift velocity.

\section{Why a factor of two is not the remedy}

For flights from rest, whatever their distribution of durations,
\begin{equation}
\frac{v_{\rm eq}}{v_d}
=\frac{a\langle t\rangle/2}{a\langle t^2\rangle/(2\langle t\rangle)}
=\frac{\langle t\rangle^2}{\langle t^2\rangle}\leq1,
\label{ratio}
\end{equation}
because the variance $\langle t^2\rangle-\langle t\rangle^2$ cannot be negative. The ratio is 1 for equal durations and $1/2$ for exponential ones.

Suppose next that the rate is $|v|/\lambda$, with a fixed mean free path $\lambda$, and that collisions still stop the electron. At time $s$ in a flight the rate is $as/\lambda$, hence $S(t)=\exp[-at^2/(2\lambda)]$ and
\begin{align}
\langle t\rangle&=\int_0^\infty S\,dt=\sqrt{\frac{\pi\lambda}{2a}},\\
\langle t^2\rangle&=2\int_0^\infty tS\,dt=\frac{2\lambda}{a}.
\end{align}
Equation (\ref{ratio}) now gives $\pi/4\approx0.785$. Doubling the plain mean would overestimate the drift velocity by a factor $\pi/2$.

This case also exposes a tempting shortcut, the average of the velocities just before collision. That average is $a\langle t\rangle$ for flights from rest. At constant rate it equals $a\tau=v_d$, since collisions then sample the clock without preference. With the rate $|v|/\lambda$, fast electrons collide more often, and the same average is $2v_{\rm eq}=(\pi/2)v_d$.

\section{Thermal motion}

Real carriers do not stop at a collision. Let a flight start with velocity component $v_0$ along the force, with $\langle v_0\rangle=0$ and $v_0$ independent of the next duration. Then $x=v_0t+at^2/2$ and $u=v_0+at/2$. By independence $\langle v_0t\rangle=\langle v_0\rangle\langle t\rangle=0$, so both averages keep their previous values. At constant rate the factor $1/2$ survives thermal motion.

It need not survive a rate that depends on speed. Consider a nondegenerate gas at temperature $T$ with rate $|v|/\lambda$, a simple model of acoustic-phonon scattering. Collisions make the direction isotropic and change the energy little, yet enough to keep the gas at $T$. The field is weak. Let $\langle\cdots\rangle_M$ denote a Maxwellian average over carriers at one instant. Since the number of collisions per unit time is proportional to speed, starting speeds $w$ are distributed as $w$ times the Maxwellian speed density. Reversing the field cannot alter a speed distribution in this isotropic model, so field corrections to it begin at order $a^2$.

Let $\mu$ be the cosine between the starting velocity and the force. After time $s$, to first order in $a$,
\begin{align}
v_x&=w\mu+as,\qquad |v|\simeq w+a\mu s,\\
S(s)&\simeq e^{-ws/\lambda}\left(1-\frac{a\mu s^2}{2\lambda}\right).
\end{align}
The mean displacement for given $w$ and $\mu$ is the integral of $v_xS$, because surviving carriers alone contribute at time $s$:
\begin{align}
\int_0^\infty v_xS\,ds
&\simeq\int_0^\infty e^{-ws/\lambda}
\left(w\mu+as-\frac{aw\mu^2s^2}{2\lambda}\right)ds\nonumber\\
&=\lambda\mu+\frac{a\lambda^2}{w^2}-\frac{a\mu^2\lambda^2}{w^2}.
\end{align}
The integrals used are $\int_0^\infty se^{-ws/\lambda}ds=\lambda^2/w^2$ and $\int_0^\infty s^2e^{-ws/\lambda}ds=2\lambda^3/w^3$. Isotropy gives mean values 0 for $\mu$ and $1/3$ for $\mu^2$, leaving $2a\lambda^2/(3w^2)$. The negative term arises because carriers starting along the force speed up and collide sooner, while those starting against it slow down at first and collide later.

The mean duration for given $w$ is $\lambda/w$; its first-order correction is odd in $\mu$ and averages to zero. With the speed weighting of the starts,
\begin{equation}
\left\langle\frac1{w^2}\right\rangle=\frac{\langle1/v\rangle_M}{\langle v\rangle_M},
\qquad
\left\langle\frac1w\right\rangle=\frac1{\langle v\rangle_M}.
\end{equation}
Thus $\langle t\rangle=\lambda/\langle v\rangle_M$, and
\begin{align}
v_d&=\frac{\langle x\rangle}{\langle t\rangle}
=\frac{2a\lambda}{3}\left\langle\frac1v\right\rangle_M,\\
v_{\rm eq}&=\langle w\mu\rangle+\frac{a\langle t\rangle}{2}
=\frac{a\lambda}{2\langle v\rangle_M}.
\end{align}
Let $\sigma=\sqrt{k_BT/m}$, with $k_B$ the Boltzmann constant. The speed density $\sqrt{2/\pi}\,v^2e^{-v^2/(2\sigma^2)}/\sigma^3$ gives $\langle v\rangle_M=\sqrt{8/\pi}\,\sigma$ and $\langle1/v\rangle_M=\sqrt{2/\pi}/\sigma$, whose product is $4/\pi$. Therefore
\begin{equation}
\frac{v_{\rm eq}}{v_d}
=\frac{3}{4\langle v\rangle_M\langle1/v\rangle_M}
=\frac{3\pi}{16}\approx0.589 .
\label{gas}
\end{equation}
Numerical integration over starting speed, angle and time, without expanding in the field, gives 0.589 at $a\lambda/\sigma^2=0.005$. Equation (\ref{definition}) has needed no change in any of these models.

\section{Numbers for a model electron}

Take $m=0.26$ free-electron masses, $\tau=0.2$ ps, $E=1$ kV/cm and $T=300$ K. These round values give the acceleration used above, and
\begin{align}
v_d&=(6.765\times10^{16}\ {\rm m/s^2})(0.2\times10^{-12}\ {\rm s})\nonumber\\
&=1.353\times10^4\ {\rm m/s}=1.353\times10^6\ {\rm cm/s}.
\end{align}
Dividing by $10^3$ V/cm gives a mobility of 1353 cm$^2$/Vs. The submission's average would give $6.765\times10^5$ cm/s and 676.5 cm$^2$/Vs.

Four million flights from rest, with exponential durations, gave a plain mean of $(6.772\pm0.003)\times10^5$ cm/s and a duration-weighted mean of $(1.355\pm0.001)\times10^6$ cm/s. The uncertainties are one standard error. Both results lie about two standard errors above the formulas; they share the same durations, so these are not independent deviations. The sampled covariance term in equation (\ref{cov}) was $6.774\times10^5$ cm/s. At 400,000 random instants in this record, the flight in progress had a mean full duration of 0.400 ps, twice $\tau$.

A second simulation did not draw durations. It advanced 40,000 electrons in steps of $\tau/50$ and decided at each step whether each one collided. Averaged from $8\tau$ to $20\tau$, their velocity was $1.352\times10^6$ cm/s, while the plain mean over flights ending in that interval was $6.771\times10^5$ cm/s, with each collision placed at the middle of its step. (Placing it at the end of the step raises the expected value by 1\%, to $6.83\times10^5$ cm/s.) Both averages thus came from the same electrons. With the rate changed to $|v|/\lambda$ and $\lambda=a\tau^2$, the ratio of the two was 0.782, about 0.5\% below $\pi/4$. This is mainly a time-step error: the exact expectation of the stepped scheme is 0.7818 for steps of $\tau/50$ (0.7881 with collisions placed at the end of the step), and in either case its offset from $\pi/4$ halves when the step is halved.

Thermal restarts matter for precision. The thermal velocity $\sigma$ is $1.32\times10^7$ cm/s, ten times the drift velocity. With Gaussian restart velocities of this width, four million flights at constant rate gave $(6.75\pm0.07)\times10^5$ cm/s for the plain mean and $(1.36\pm0.01)\times10^6$ cm/s with duration weighting. More flights reduce this noise, but they do not bring the plain mean closer to $v_d$.

\section{Relation to silicon channels}

The parameters are in the rough range of electrons in lightly doped bulk silicon near room temperature, where the mobility is roughly 1400 cm$^2$/Vs. Since $\tau$ was chosen in that range, the similar model mobility is not a prediction. The factor $1/2$ rests on two assumptions: a constant rate, and collisions that leave no mean velocity along the force. If each collision instead keeps, on average, a fraction $g$ of the velocity, the steady state has $\langle v_0\rangle=ga\tau/(1-g)$, and the ratio at constant rate becomes $(1+g)/2$, or 0.6 for $g=0.2$. Replacing the constant rate by the thermal model of equation (\ref{gas}), with the mean flight duration held at $\tau$, leaves $v_{\rm eq}=a\tau/2$ and changes $v_d$ to $0.5\,a\tau/0.589=0.85\,a\tau$, a reduction of 15\% in the weak-field limit. That limit requires small $a\lambda/\sigma^2$, which is about 0.16 for the present numbers; with thermal starting speeds the ratio there is 0.596 and $v_d$ is $0.84\,a\tau$. It also requires energy loss fast enough to keep the gas near $T$. With acoustic phonons alone, a field of 1 kV/cm would already heat the carriers by tens of percent or more (roughly 40\% in mean energy for a free path of 42 nm and a sound speed of 9 km/s, and about 100\% for twice that path); the heating estimate below assumes faster loss, as optical and intervalley phonons provide. Other neglected effects can be sized as follows.
\begin{itemize}
\item \textit{Heating.} For a rough energy relaxation time $\tau_E=0.4$ ps, the balance $eEv_d=\tfrac32k_B\Delta T/\tau_E$ gives $\Delta T=4.2$ K, about 1\% of $T$.
\item \textit{Valleys.} Rough masses of 0.92 along and 0.19 across a valley axis give drift velocities of $3.8\times10^5$ and $1.9\times10^6$ cm/s for a field along the heavy or a light direction. With the same constant rate in every valley, each has the ratio $1/2$, and so has their population-weighted mean.
\item \textit{Degeneracy.} A density of $10^{15}$ cm$^{-3}$ is $3.6\times10^{-5}$ of the effective density of states of six such valleys, so Pauli blocking is negligible.
\item \textit{Breakdown.} The field is about 1/300 of a rough breakdown field of 300 kV/cm.
\end{itemize}

A short transistor channel is a different regime. The thermal mean free path, $\langle v\rangle_M\tau$, is 42 nm. In a channel of comparable length many carriers leave before a steady drift is established, and the contacts influence the velocity. One volt across 100 nm is a mean field of 100 kV/cm, a hundred times that used here, so neither weak heating nor a constant rate can be assumed. Surface scattering in an inversion layer also lowers the mobility, roughly by a factor of two or more. The present mobility should not be used for such a device.

\section{Requested correction}

The code should keep two running sums, total displacement and total elapsed time, and divide once at the end. An unfinished last flight can contribute its partial displacement and its partial time. Multiplying the existing result by two would repair the constant-rate calculation, but could not be relied on once the submission introduces speed-dependent scattering. If the individual flight velocities are of interest, their plain mean may be retained under the name ``mean velocity per flight''; the mobility should be calculated from the drift velocity of equation (\ref{definition}), not from that mean.
